\section*{How relaxing long-range order lowers the composition curvature of an alloy}

\section{Symmetry fixes the form of the answer}

Let $g(c,\eta)$ be the free energy per lattice site of a uniform binary alloy at fixed temperature $T$ and pressure. Here $c$ is the site fraction of component B and $\eta$ is a long-range-order parameter. Composition is conserved; order is not, so it can relax at fixed $c$. Subscripts denote partial derivatives. If order stays at the minimum $\eta^*(c)$, the alloy has the reduced free energy $g^*(c)=g(c,\eta^*(c))$. Interdiffusion needs its curvature $g^{*\prime\prime}$.

Near the minimum $g$ is a quadratic form with coefficients $g_{cc}$, $g_{c\eta}$ and $g_{\eta\eta}>0$. Let relaxation change the curvature by $F=g^{*\prime\prime}-g_{cc}$. Three requirements fix $F$.

First, adding a function of $c$ alone to $g$ changes $g^{*\prime\prime}$ and $g_{cc}$ equally, so $F$ depends only on $g_{c\eta}$ and $g_{\eta\eta}$. Second, the scale and sign of $\eta$ are conventions. Replacing $\eta$ by $s\eta$ divides $g_{c\eta}$ by $s$ and $g_{\eta\eta}$ by $s^2$, so $F$ can depend only on the invariant $g_{c\eta}^2/g_{\eta\eta}$. Third, multiplying all energies by a positive number multiplies $F$ by that number, so $F$ is proportional to this invariant:
\begin{equation}
F=K\,\frac{g_{c\eta}^2}{g_{\eta\eta}} .
\end{equation}
One solvable case gives the constant $K$. For $g=\tfrac12(\eta-c)^2$ the minimum is $\eta^*=c$ and $g^*=0$, while $g_{cc}=g_{\eta\eta}=1$ and $g_{c\eta}=-1$. Hence $0=1+K$, and $K=-1$. The next section proves this without assuming that the quadratic form suffices.

\section{Proof and conditions}

Assume that $g$ is twice continuously differentiable and that $\eta^*$ is an interior point with
\begin{equation}
g_\eta(c,\eta^*)=0,\qquad g_{\eta\eta}(c,\eta^*)>0 .
\end{equation}
By the implicit function theorem the second condition makes $\eta^*(c)$ a differentiable branch. Differentiating the first along it gives
\begin{equation}
g_{c\eta}+g_{\eta\eta}\eta^{*\prime}=0,\qquad
\eta^{*\prime}=-\frac{g_{c\eta}}{g_{\eta\eta}} .
\label{slope}
\end{equation}
The first derivative of the reduced free energy is $g^{*\prime}=g_c+g_\eta\eta^{*\prime}=g_c$, because $g_\eta=0$. The diffusion potential is therefore the partial derivative at fixed order, evaluated at equilibrium order. Differentiating once more,
\begin{equation}
g^{*\prime\prime}=g_{cc}+g_{c\eta}\eta^{*\prime}
=g_{cc}-\frac{g_{c\eta}^2}{g_{\eta\eta}}\le g_{cc} .
\label{main}
\end{equation}
Equality holds exactly when $g_{c\eta}=0$. Both curvatures belong to the same state $(c,\eta^*)$. The inequality does not compare ordered with disordered alloy.

The frozen curvature also depends on what is held fixed. Let order follow a prescribed smooth path $\eta=\psi(c)$ through the equilibrium state, with slope $\kappa=\psi'$. Then
\begin{align}
\frac{d^2g}{dc^2}&=g_{cc}+2\kappa g_{c\eta}+\kappa^2g_{\eta\eta}+g_\eta\psi''\nonumber\\
&=g^{*\prime\prime}+g_{\eta\eta}(\kappa-\eta^{*\prime})^2 .
\label{path}
\end{align}
The term in $\psi''$ vanishes because $g_\eta=0$; the second line completes the square using (\ref{slope}). Every such path has at least the relaxed curvature. Fixed $\eta$ means $\kappa=0$, and fixed $S=\eta/c$ means $\kappa=\eta/c$.

For several internal variables, let $b$ be the vector of mixed derivatives with $c$ and $H$ the positive definite matrix of second derivatives among them. Minimizing $g_{cc}+2b^{T}\kappa+\kappa^{T}H\kappa$ over the vector $\kappa$ gives $\kappa=-H^{-1}b$ and
\begin{equation}
g^{*\prime\prime}=g_{cc}-b^{T}H^{-1}b .
\end{equation}
Releasing another variable enlarges the set over which the form is minimized, so it cannot raise the curvature.

The stability condition matters. Take the dimensionless function $g=2c^2+c\eta^2/2-\eta^4/4+\eta^6/6$. Its stationary points with $\eta\ne0$ obey $c=\eta^2-\eta^4$, or $\eta^2=(1\pm\sqrt{1-4c})/2$. There $g_{c\eta}=\eta$, and eliminating $c$ gives
\begin{equation}
g_{\eta\eta}=c-3\eta^2+5\eta^4=2\eta^2(2\eta^2-1)=\pm2\eta^2\sqrt{1-4c} .
\end{equation}
The curvature along each branch is thus $4\mp1/(2\sqrt{1-4c})$. At $c=0.15$ it is 3.2094 on the minimum (upper sign) and 4.7906 on the barrier, against 4 at frozen order. At $c=1/4$ the branches merge, $g_{\eta\eta}=0$, and the formula fails. It also fails where the lowest free energy passes from one minimum to another with a different slope: $g^*$ then has a kink.

\section{A two-sublattice model}

Consider B2 order on a body-centred cubic lattice. The sublattices $\alpha$ and $\beta$ have B fractions $x_\alpha=c+\eta$ and $x_\beta=c-\eta$. Each site has $Z=8$ nearest neighbours, all on the other sublattice, so there are $Z/2$ bonds per site. An unlike bond has energy $-v$ relative to the mean of the two like bonds. In mean field the occupations are independent, and the probability of an unlike bond is
\begin{equation}
x_\alpha(1-x_\beta)+x_\beta(1-x_\alpha)=2c-2(c^2-\eta^2)=2[c(1-c)+\eta^2].
\end{equation}
With $\Omega=Zv>0$ and the ideal entropy of each sublattice, which holds half the sites,
\begin{equation}
g=-\Omega[c(1-c)+\eta^2]+\frac{k_BT}{2}\sum_{i=\alpha,\beta}
[x_i\ln x_i+(1-x_i)\ln(1-x_i)] .
\end{equation}
Terms linear in $c$ are omitted, since they do not affect curvature. Let $\ell(x)=\ln[x/(1-x)]$. Since $\partial x_\alpha/\partial\eta=1$ and $\partial x_\beta/\partial\eta=-1$,
\begin{equation}
g_\eta=-2\Omega\eta+\frac{k_BT}{2}[\ell(x_\alpha)-\ell(x_\beta)] .
\label{force}
\end{equation}
With $\ell'(x)=1/[x(1-x)]$, define $A=k_BT/[2x_\alpha(1-x_\alpha)]$ and $B=k_BT/[2x_\beta(1-x_\beta)]$. Then
\begin{equation}
g_{cc}=2\Omega+A+B,\quad g_{\eta\eta}=A+B-2\Omega,\quad g_{c\eta}=A-B .
\end{equation}
Inserting these in (\ref{main}) and using a common denominator,
\begin{equation}
g^{*\prime\prime}=\frac{(A+B)^2-4\Omega^2-(A-B)^2}{A+B-2\Omega}
=\frac{4(AB-\Omega^2)}{A+B-2\Omega} .
\label{bw}
\end{equation}

The entropic part of (\ref{force}) is zero at $\eta=0$. For $\eta>0$ it is strictly convex, because its second derivative is $\tfrac12k_BT[\ell''(c+\eta)-\ell''(c-\eta)]$ and $\ell'''=2/x^3+2/(1-x)^3>0$. It diverges when a sublattice becomes pure. It therefore meets the line $2\Omega\eta$ once at positive $\eta$ if its initial slope $k_BT/[c(1-c)]$ is below $2\Omega$, and otherwise not at all. At the crossing $g_{\eta\eta}>0$. The ordering temperature is
\begin{equation}
k_BT_c=2\Omega c(1-c) .
\end{equation}

\section{Limits of the model}

\subsection{Disorder and stoichiometry}
In the disordered phase $g$ is even in $\eta$, so $g_{c\eta}=0$ at $\eta=0$ and relaxation has no effect. The curvature is $2\Omega+k_BT/[c(1-c)]$. At $c=1/2$ in the ordered phase, $x_\alpha=1-x_\beta$ gives $A=B$, and again nothing is lowered. There $g^{*\prime\prime}=2(A+\Omega)$ exceeds the disordered value $2\Omega+4k_BT$, because $A>2k_BT$ when $\eta\ne0$.

\subsection{Onset of order}
Write $p=c(1-c)$. Expanding (\ref{force}) in $\eta$ and integrating gives
\begin{equation}
g=g(c,0)+\tfrac12 a\eta^2+\tfrac1{24}u\eta^4+\cdots,
\end{equation}
with $a=k_BT/p-2\Omega$ and $u=k_BT\ell'''(c)=2k_BT(1-3p)/p^3$, since $c^3+(1-c)^3=1-3p$. Just below $T_c$, $a<0$ and $\eta^2=-6a/u$. To leading order $g_{c\eta}=a'\eta$ and $g_{\eta\eta}=a+u\eta^2/2=u\eta^2/3$. Both vanish at onset, but $g_{c\eta}^2/g_{\eta\eta}$ tends to $3a'^2/u$. With $a'=-k_BT(1-2c)/p^2$, the curvature jumps on entering the ordered phase by
\begin{equation}
\Delta g^{*\prime\prime}=-\frac{3k_BT_c(1-2c)^2}{2p(1-3p)} .
\label{jump}
\end{equation}
The disordered value at onset is $2k_BT_c/p=4\Omega$. Since $(1-2c)^2=1-4p<1-3p$, the drop is smaller than $3k_BT_c/(2p)$, and the curvature stays positive.

\subsection{Low temperature}
For fixed $c<1/2$ and $T\to0$, $x_\alpha\to2c$ and $x_\beta$ becomes exponentially small. Hence $B\to\infty$, while (\ref{bw}) tends to $4A=k_BT/[c(1-2c)]$. The frozen curvature diverges because fixed $\eta$ places half the added B on the nearly B-free sublattice. Relaxation places it on $\alpha$, leaving only the ideal mixing term of that sublattice.

\section{Worked example}

Take $\Omega=0.130$ eV, $c=0.45$ and $T=550$ K, so that $k_BT=0.047395$ eV. The ordering temperature is 746.8 K at this composition and 754.3 K at $c=1/2$. Numerical minimization gives $\eta=0.37973$, hence $x_\alpha=0.82973$ and $x_\beta=0.07027$. Then
\begin{align}
A&=\frac{0.047395}{2(0.82973)(0.17027)}=0.1677\ \mathrm{eV},\nonumber\\
B&=\frac{0.047395}{2(0.07027)(0.92973)}=0.3627\ \mathrm{eV}.
\end{align}
These give $g_{cc}=0.7904$ eV, $g_{c\eta}=-0.1950$ eV and $g_{\eta\eta}=0.2704$ eV, so
\begin{equation}
g^{*\prime\prime}=0.7904-\frac{(0.1950)^2}{0.2704}
=0.7904-0.1406=0.650\ \mathrm{eV}
\end{equation}
per site, or 62.7 kJ/mol. The lowering is 17.8\% of the frozen value. A direct route, minimizing $g$ at compositions 0.001 apart and taking a five-point second difference, gives 0.64988 eV, as does (\ref{bw}).

The equilibrium slope is $\eta^{*\prime}=0.721$, while fixed $S$ has $\kappa=0.844$. By (\ref{path}) the curvature at fixed $S$ is $0.6499+0.2704(0.123)^2=0.654$ eV, close to the relaxed value. A quoted frozen curvature must therefore name its fixed variable.

For a composition step of 0.01, the diffusion potential rises by 7.73 meV at fixed $\eta$ and by 6.69 meV with relaxed order. The linear estimates are 7.90 and 6.50 meV; the differences arise because the curvatures vary over the step.

Other states of the same model give, in eV:
\begin{center}
\begin{tabular}{cccccc}
$c$ & $T$ (K) & $\eta$ & frozen & relaxed & disordered\\
0.45 & 450 & 0.427 & 1.314 & 0.708 & 0.417\\
0.45 & 650 & 0.286 & 0.609 & 0.568 & 0.486\\
0.40 & 550 & 0.334 & 0.766 & 0.484 & 0.457\\
0.48 & 550 & 0.396 & 0.786 & 0.756 & 0.450\\
0.50 & 550 & 0.399 & 0.784 & 0.784 & 0.450
\end{tabular}
\end{center}
The last column is the curvature at $\eta=0$ for the same $c$ and $T$. In these rows the relaxed ordered alloy has the larger curvature. Near onset the order can reverse: at $c=0.40$ and $T_c=724.1$ K, (\ref{jump}) gives a drop of 0.056 eV from 0.520 eV. Ordering can thus raise or lower the curvature relative to disorder, while relaxation at a given stable state cannot raise it.

\section{Use in a diffusion calculation}

For a composition wave of wavenumber $k$, let $M$ be the mobility in the flux law $J=-M\nabla g_c$, with $J$ the site-fraction flux, and let order relax by $\dot\eta=-Lg_\eta$. Linearize about equilibrium, neglect gradient energies, and seek decay as $e^{-\lambda Mk^2t}$. With $r=Mk^2/L$, the deviations obey
\begin{align}
\lambda\,\delta c&=g_{cc}\delta c+g_{c\eta}\delta\eta,\nonumber\\
r\lambda\,\delta\eta&=g_{c\eta}\delta c+g_{\eta\eta}\delta\eta .
\end{align}
Eliminating $\delta\eta$ gives
\begin{equation}
\lambda=g_{cc}-\frac{g_{c\eta}^2}{g_{\eta\eta}-r\lambda} .
\end{equation}
For fast order, $r\to0$, the diffusive root is $g^{*\prime\prime}$ and the interdiffusion coefficient is $D=Mg^{*\prime\prime}$. For slow order, $r\to\infty$, one root tends to zero and the other to $g_{cc}$, the frozen-order value. At equal mobility the example gives $D_{\rm frozen}/D_{\rm relaxed}=1.22$. The thermodynamic factor $c(1-c)g''/(k_BT)$, which is 1 for an ideal solution, is 4.13 at frozen and 3.39 at relaxed order.

To first order in $r$, $\lambda=g^{*\prime\prime}[1-r(\eta^{*\prime})^2]$. A small lag thus slows the decay slightly, because changing the order also dissipates free energy. If both processes use the same neighbour exchanges, with one rate coefficient for all bonds, the body-centred cubic lattice gives $L=16M/a^2$. The cautious lower value $L=M/a^2$ gives $r=(ka)^2$. For lattice parameter $a=0.30$ nm and wavelength 100 nm, $r=3.6\times10^{-4}$ and the shift is $-0.02\%$ of $g^{*\prime\prime}$. The relaxed curvature then applies. Two conditions together are sufficient: $r(\eta^{*\prime})^2\ll1$ and $r g^{*\prime\prime}\ll g_{\eta\eta}$. In the ordered phase close enough to $T_c$ the second fails, because $g_{\eta\eta}\to0$. Away from $c=1/2$ the first fails there too, because $\eta^{*\prime}$ diverges, and the relaxed curvature no longer gives the decay rate.

An implementation should solve $g_\eta=0$ at each composition, confirm $g_{\eta\eta}>0$, compare competing minima, and then use (\ref{main}). In the two-sublattice model both numerator and denominator of (\ref{bw}) vanish at onset; there the quotient should be replaced by a one-sided limit: $4\Omega$ from the disordered side, or $4\Omega+\Delta g^{*\prime\prime}$ from the ordered side, with the jump from (\ref{jump}).

\section{Neglected effects and a real alloy}

Mean field omits short-range order. A pair approximation shows the sign of the error and recovers part of its size. Let $y$ be the probability that a bond joins two B atoms. The four bond probabilities $w_j$ are $y$, $x_\alpha-y$, $x_\beta-y$ and $1-x_\alpha-x_\beta+y$, and
\begin{align}
g_{\rm pair}={}&-\tfrac{Z}{2}v(x_\alpha+x_\beta-2y)+k_BT\Big[\tfrac{Z}{2}\sum_jw_j\ln w_j\nonumber\\
&-\tfrac{Z-1}{2}\sum_i\{x_i\ln x_i+(1-x_i)\ln(1-x_i)\}\Big].
\end{align}
Choosing $v=0.0187$ eV keeps the ordering temperature at $c=1/2$ equal to 754.3 K. At $c=0.45$ and 550 K, numerical minimization gives $\eta=0.397$. The curvature is 1.063 eV with $y$ relaxed at fixed $\eta$, and 0.768 eV with both relaxed. The latter is 18\% above the mean-field result, and relaxing $\eta$ now lowers the curvature by 28\% rather than 18\%. Holding both $\eta$ and $y$ fixed gives 14.2 eV: adding B without allowing any new B--B bonds is a severe constraint, not a useful estimate of frozen order. About 13 eV of it comes from the rare bond with A on $\alpha$ and B on $\beta$, of probability 0.015, and the value depends on the pair variable held fixed: freezing $y-x_\alpha x_\beta$ instead of $y$ gives 1.19 eV.

Coherency strain adds $2\epsilon^2Ya^3/2$ per site for an elastically isotropic solid, where $\epsilon=d\ln a/dc$ and $Y$ is Young's modulus divided by one minus Poisson's ratio. Rough inputs $\epsilon=0.05$ and $Y=150$ GPa give 0.063 eV, about 10\% of $g^{*\prime\prime}$. In an anisotropic crystal $Y$ depends on the wave direction; along a cube axis of beta-brass it is only about 50 GPa, which gives about 0.02 eV at the same $\epsilon$. If $a$ depends on composition alone, this adds equally to both curvatures and leaves their difference unchanged. The gradient-energy scale $2\Omega(ka)^2/8$ is $1\times10^{-5}$ eV for the 100 nm wave and can be ignored at the worked state. With $L=16M/a^2$ it is as large as $rg^{*\prime\prime}$, so close to $T_c$, where $g_{\eta\eta}$ falls to this size, it must be kept along with the lag.

The chosen ordering temperature is in the rough range of beta-brass, a copper--zinc alloy with B2 order below about 740 K. The parameters do not otherwise describe that alloy, and $c=0.45$, read as the zinc fraction, is near the copper-rich edge of its single-phase field. Real atoms are correlated; in the pair approximation this raises the relaxed curvature by 18\% in the worked example, but at the same temperature by 3\% at $c=0.40$ and 35\% at $c=0.48$. The pair approximation recovers only about half of the effect: Monte Carlo sampling of the same nearest-neighbour lattice, with the same ordering temperature at $c=1/2$, gives about 0.51, 0.86 and 1.29 eV at $c=0.40$, 0.45 and 0.48, roughly 6\%, 33\% and 70\% above mean field. The model also omits critical fluctuations near $T_c$, where the finite jump (\ref{jump}) is a mean-field result, vibrational entropy, antiphase boundaries, competing phases and the dependence of mobility on order. The ratio 1.22 is therefore a thermodynamic ratio at equal mobility, not a prediction of measured diffusion coefficients.
